# Transmission and Resonances of a Square Barrier in the Dirac Equation

**Q:** An electron of energy $E$ meets an electrostatic barrier of height $V_0$, far above $E$, and of width $L$. In the Schrödinger equation the wave inside decays, and the transmission falls exponentially with $L$. Why should the Dirac equation change that?

**A:** The decay rests on the wave number inside being imaginary, and in the Dirac equation that has to be checked again. Take the one-dimensional, two-component equation with

$$H=c\,\sigma_x p+mc^2\sigma_z+V(x),$$

where $V=V_0>0$ for $0<x<L$ and $V=0$ elsewhere. The energy $E$ includes the rest energy, and $E>mc^2$, so that the electron can travel outside. I use units with $\hbar=c=m=1$: energies are in $mc^2$, lengths in $\hbar/(mc)$, wave numbers in $mc/\hbar$.

In a region of constant potential, a plane wave $e^{ipx}$ turns $H$ into a matrix with eigenvalues $V\pm\sqrt{p^2+1}$. Hence $(E-V)^2=p^2+1$. Calling the wave number $k>0$ outside and $q$ inside,

$$k^2=E^2-1,\qquad q^2=(E-V_0)^2-1 .$$

The square in $q^2$ makes the difference. There are three zones:

- $V_0<E-1$: $q$ is real, and the electron passes above the barrier.
- $E-1<V_0<E+1$: $q$ is imaginary. This is the gap.
- $V_0>E+1$: $q$ is real again. This is the Klein zone. Since $E>1$, it needs $V_0>2$, that is, more than $2mc^2$.

**Q:** A real $q$ shows that the wave oscillates inside. It does not show that much of it gets in. What are the matching conditions?

**A:** Write the stationary equation $H\phi=E\phi$ by components, with $p=-i\,d/dx$:

$$-i\phi_2'+(V+1)\phi_1=E\phi_1,\qquad -i\phi_1'+(V-1)\phi_2=E\phi_2 .$$

Multiplying each by $i$ and rearranging gives

$$\phi_2'=i(E-V-1)\phi_1,\qquad \phi_1'=i(E-V+1)\phi_2 .$$

At a finite jump of $V$ the right-hand sides stay bounded. Their integral over a vanishing interval is zero, so $\phi_1$ and $\phi_2$ are both continuous. No condition on derivatives is added, because the system is of first order.

**Q:** And what measures the transmitted fraction? In the Klein zone I would not trust a ratio of densities.

**A:** The current does, and it is evaluated outside the barrier. Define

$$j=\phi^\dagger\sigma_x\phi=\phi_1^*\phi_2+\phi_2^*\phi_1=2\,\mathrm{Re}(\phi_1^*\phi_2).$$

From the first-order system,

$$(\phi_1^*\phi_2)'=-i(E-V+1)|\phi_2|^2+i(E-V-1)|\phi_1|^2 .$$

This is purely imaginary, so $j'=0$ for any real $V(x)$.

Outside, put $e^{\pm ikx}$ into $\phi_1'=i(E+1)\phi_2$. The spinors are $(1,\pm r)$ with

$$r=\frac{k}{E+1}>0 .$$

For a wave incident from the left,

$$\phi=\begin{cases}e^{ikx}(1,r)+\rho\,e^{-ikx}(1,-r), & x<0,\\ t\,e^{ikx}(1,r), & x>L.\end{cases}$$

On the left, with $A=e^{ikx}$ and $B=\rho e^{-ikx}$,

$$\phi_1^*\phi_2=r(A^*+B^*)(A-B)=r\left(|A|^2-|B|^2+B^*A-A^*B\right).$$

The last two terms together are imaginary, so $j=2r(1-|\rho|^2)$. On the right $j=2r|t|^2$. Equality of the two gives

$$R+T=1,\qquad R=|\rho|^2,\quad T=|t|^2 .$$

This holds in all three zones, so the barrier never reflects more than it receives.

**Q:** Here is my main worry. In the Klein zone the energy lies on the branch $E=V_0-\sqrt{q^2+1}$, where a wave with $q>0$ moves to the left. Which sign of $q$ do you put inside?

**A:** The observation is right. Differentiating $(E-V_0)^2=q^2+1$ gives $2(E-V_0)\,dE=2q\,dq$, so the group velocity is

$$\frac{dE}{dq}=\frac{q}{E-V_0},$$

and $E-V_0<0$ in the Klein zone. At a single step, with nothing coming back from the far side, one must keep the wave whose group velocity points away from the step, and here that is the one with $q<0$.

A barrier has a second edge, which reflects, so both waves are present inside and no choice arises. To make this visible, solve the interior without plane waves. Let $W=E-V_0$. Then

$$\phi_1''=i(W+1)\phi_2'=i(W+1)\,i(W-1)\phi_1=-(W^2-1)\phi_1=-q^2\phi_1 .$$

The solution is fixed by $\phi_1(0)$ and $\phi_1'(0)=i(W+1)\phi_2(0)$:

$$\phi_1(x)=\cos(qx)\,\phi_1(0)+i(W+1)\frac{\sin qx}{q}\,\phi_2(0).$$

The same argument for $\phi_2$, with $\phi_2'(0)=i(W-1)\phi_1(0)$, gives

$$\phi_2(x)=i(W-1)\frac{\sin qx}{q}\,\phi_1(0)+\cos(qx)\,\phi_2(0).$$

Both $\cos qx$ and $(\sin qx)/q$ are even in $q$. Reversing its sign changes nothing.

**Q:** Then do the matching, and keep the phases.

**A:** For $q\neq0$ define

$$s=\frac{q}{W+1}.$$

Since $q^2=(W-1)(W+1)$, we have $(W+1)/q=1/s$ and $(W-1)/q=s$. The interior solution holds for displacements of either sign, so I go back from $x=L$ to $x=0$, which replaces $x$ by $-L$. With $C=\cos qL$ and $S=\sin qL$,

$$\phi_1(0)=C\phi_1(L)-\frac{i}{s}S\,\phi_2(L),\qquad \phi_2(0)=-isS\,\phi_1(L)+C\phi_2(L).$$

By continuity $\phi(0)=(1+\rho,\;r(1-\rho))$ and $\phi(L)=\tau(1,r)$, where $\tau=te^{ikL}$. Insert these, divide the second equation by $r$, and set $\kappa=s/r$:

$$1+\rho=\tau\left(C-\frac{i}{\kappa}S\right),\qquad 1-\rho=\tau\left(C-i\kappa S\right).$$

Adding them removes $\rho$:

$$\frac1\tau=C-\frac i2\left(\kappa+\frac1\kappa\right)S .$$

The factor $e^{ikL}$ has modulus one, so $T=|\tau|^2$. For real $q$, $\kappa$ is real, and

$$\frac1T=C^2+\frac14\left(\kappa+\frac1\kappa\right)^2S^2
=1+\left[\frac14\left(\kappa+\frac1\kappa\right)^2-1\right]S^2
=1+\frac14\left(\kappa-\frac1\kappa\right)^2S^2 .$$

The second form uses $C^2=1-S^2$; the third uses $(\kappa+1/\kappa)^2-4=(\kappa-1/\kappa)^2$. In the Klein zone $\kappa$ is negative for $q>0$, but it enters through a square.

**Q:** The coefficient is opaque. Could it be enormous in the Klein zone and bring the suppression back?

**A:** It simplifies. From the definitions,

$$s^2=\frac{W-1}{W+1},\qquad r^2=\frac{E-1}{E+1},\qquad \kappa^2=\frac{(W-1)(E+1)}{(W+1)(E-1)} .$$

Therefore

$$\kappa^2-1=\frac{(W-1)(E+1)-(W+1)(E-1)}{(W+1)(E-1)} .$$

The numerator is

$$(WE+W-E-1)-(WE-W+E-1)=2W-2E=-2V_0 .$$

Now use $(\kappa-1/\kappa)^2=(\kappa^2-1)^2/\kappa^2$:

$$\frac14\left(\kappa-\frac1\kappa\right)^2
=\frac{V_0^2}{(W+1)^2(E-1)^2}\cdot\frac{(W+1)(E-1)}{(W-1)(E+1)}
=\frac{V_0^2}{(W^2-1)(E^2-1)}=\frac{V_0^2}{k^2q^2}.$$

So

$$T=\frac{1}{1+\left(\dfrac{V_0}{kq}\right)^2\sin^2 qL},$$

or, with the units restored,

$$T=\frac{1}{1+\left(\dfrac{mV_0}{\hbar^2kq}\right)^2\sin^2 qL}.$$

The coefficient does not contain $L$. At fixed $E$ and $V_0$ in the Klein zone, $\sin^2qL\le1$ gives, for every width,

$$T\ge T_{\min}=\frac{1}{1+V_0^2/(k^2q^2)} .$$

There is no exponential suppression with width, on resonance or off it.

**Q:** The same formula must then give ordinary tunnelling in the gap. Does it?

**A:** Yes. There $q=i\eta$ with $\eta=\sqrt{1-(E-V_0)^2}$, and $\kappa=i\mu$ with $\mu$ real. The squared modulus has to be taken afresh. With $C=\cosh\eta L$, $S=i\sinh\eta L$ and $\kappa+1/\kappa=i(\mu-1/\mu)$,

$$\frac1\tau=\cosh\eta L+\frac i2\left(\mu-\frac1\mu\right)\sinh\eta L .$$

Using $\cosh^2=1+\sinh^2$,

$$\frac1T=1+\frac14\left(\mu+\frac1\mu\right)^2\sinh^2\eta L .$$

The algebraic identity for $\kappa$ still holds, and $(\kappa-1/\kappa)^2=-(\mu+1/\mu)^2$. Since $q^2=-\eta^2$, the two minus signs cancel:

$$T=\frac{1}{1+\left(\dfrac{V_0}{k\eta}\right)^2\sinh^2\eta L}
\;\simeq\;\frac{4k^2\eta^2}{V_0^2}\,e^{-2\eta L},$$

where the last form needs $\eta L\gg1$. Raising the barrier from the gap into the Klein zone thus turns an exponential decay into an oscillation.

**Q:** Show me numbers for both cases.

**A:** Take a model electron with $E=2$ and a barrier with $V_0=5$. Then

$$k=\sqrt{2^2-1}=1.732,\qquad q=\sqrt{(-3)^2-1}=2.828,$$

$$\frac{V_0^2}{k^2q^2}=\frac{25}{3\times8}=1.0417,\qquad T_{\min}=\frac1{2.0417}=0.490 .$$

The group velocity for $q>0$ is $2.828/(-3)=-0.943$ in units of $c$, with the reversed sign you described.

For comparison, $V_0=2$ puts the same electron in the middle of the gap, with $\eta=1$:

| $L$ in $\hbar/(mc)$ | $T$, $V_0=5$ (Klein) | $T$, $V_0=2$ (gap) |
|---|---|---|
| 5 | 0.4898 | $1.36\times10^{-4}$ |
| 10 | 0.9999 | $6.18\times10^{-9}$ |

At both of these widths the higher barrier transmits more. Doubling its width even raises $T$, because $qL/\pi$ goes from $4.502$, where $\sin^2qL$ is close to one, to $9.003$, where it is close to zero. In ordinary units $E=1022$ keV, $V_0=2555$ keV, and $L=5$ is $1.93$ pm.

**Q:** So the values near one are resonances. When precisely is $T=1$, and why?

**A:** For real $q\ne0$ the coefficient $V_0^2/(k^2q^2)$ is positive, so $T=1$ if and only if $\sin qL=0$. With $q$ taken positive,

$$qL=n\pi,\qquad n=1,2,3,\dots$$

At these points the interior solution gives $\phi(L)=(-1)^n\phi(0)$. Apart from a sign, the barrier hands over the spinor it received. The outgoing wave on the right has spinor $(1,r)$, so the spinor at $x=0$ is proportional to $(1,r)$ too, which leaves no room for a reflected part $(1,-r)$.

This argument needs only a real $q$, so it holds alike above the barrier and in the Klein zone. For $E=2$, $V_0=5$ and the very large width $qL=200\pi$, direct propagation gives $T=1.000000$; at $qL=200.5\pi$ it gives $0.4898$, which is $T_{\min}$ again.

**Q:** What about $n=0$? The sine vanishes there as well.

**A:** The coefficient diverges at the same time. As $q\to0$, $(\sin qL)/q\to L$, and

$$T\to\frac{1}{1+(V_0L/k)^2}<1 .$$

This is a zone edge, not a resonance. At the Klein edge for $E=2$, where $V_0=3$, and for $L=5$,

$$T=\frac1{1+15^2/3}=\frac1{76}=0.0132 .$$

The fall with $L$ is algebraic here. It also shows a limit of the lower bound: $T_{\min}$ is independent of $L$ at fixed $E$ and $V_0$, but it tends to zero as $q\to0$, and likewise as $k\to0$. Klein transmission can be small; what is absent is the exponential dependence on width.

**Q:** In an experiment on this model I would vary the energy, not the width. Where are the resonances then?

**A:** Put $q=n\pi/L$ into $(E-V_0)^2=1+q^2$:

$$E_n=V_0\pm\sqrt{1+\left(\frac{n\pi}{L}\right)^2}.$$

The upper sign belongs to passage above the barrier. The lower sign is the Klein branch, on which the energy decreases as $n$ grows. The electron must be able to travel outside, so $E_n>1$, or

$$\left(\frac{n\pi}{L}\right)^2<(V_0-1)^2-1 .$$

For $V_0=5$ and $L=5$ the right-hand side is 15, and $n=1,\dots,6$ satisfy the condition:

| $n$ | $E_n$ in $mc^2$ |
|---|---|
| 1 | 3.819 |
| 2 | 3.394 |
| 3 | 2.866 |
| 4 | 2.295 |
| 5 | 1.703 |
| 6 | 1.100 |

The first lies at $1951.5$ keV, rest energy included. The numerical check finds these energies without the resonance formula: it propagates the Dirac equation through the barrier, scans $T(E)$ for maxima, and tests that their number, positions and heights agree with the prediction.

**Q:** Is there a physical picture for the reversed order of the levels?

**A:** In the hole picture, a missing electron of energy $E$ is a positron of energy $-E$. The positron has the opposite charge, so the barrier is a well of depth $V_0$ for it, and its energy inside is $-E=\sqrt{1+q^2}-V_0$. The Klein branch says just this: $V_0-E_n=\sqrt{1+(n\pi/L)^2}$ is the rest and kinetic energy of a positron with momentum of magnitude $n\pi/L$. More positron kinetic energy means lower $E_n$. Since electron waves propagate outside at these energies, the levels are not bound states but resonances of finite width, which an incident electron can reach.

**Q:** If I make the barrier extremely high, surely it closes?

**A:** Not in this model. As $V_0\to\infty$ at fixed $E$, $q/V_0\to1$, so

$$T_{\min}\to\frac1{1+1/k^2}=\frac{k^2}{k^2+1}=\frac{k^2}{E^2}=\left(\frac vc\right)^2 .$$

The last step uses the incident velocity $v=dE/dk=k/E$. For $E=2$ the limit is $0.75$; at $V_0=1000$ the propagated minimum is $0.7492$. A slow electron therefore has a small off-resonance transmission even through a very high barrier, while a fast one passes almost freely.

**Q:** I also want the Schrödinger result back where it belongs.

**A:** Let $E=1+\varepsilon$ with $\varepsilon$ and $V_0$ both much smaller than one. Dropping squares of small quantities,

$$k^2\simeq2\varepsilon,\qquad q^2=(1+\varepsilon-V_0)^2-1\simeq2(\varepsilon-V_0),$$

and hence

$$T\simeq\frac{1}{1+\dfrac{V_0^2}{4\varepsilon(\varepsilon-V_0)}\sin^2qL},$$

which is the Schrödinger formula. The dropped term shifts the phase $qL$ by about $qL\,|\varepsilon-V_0|/4$, so the agreement also needs a width for which this shift is small compared with one. For $\varepsilon=10^{-4}$, $V_0=5\times10^{-5}$ and $L=150$, the two equations give $0.88939$ and $0.88938$. The Klein zone lies outside this limit, since it needs $V_0>2$.

**Q:** You have used perfectly sharp edges. A real potential rises over some distance. Does the effect survive?

**A:** Only in part. At a fixed edge width, the lower bound on $T$ still does not depend on the width of the flat top, but the bound itself falls exponentially as the edges are made wider. Let each edge be linear, of width $a$, joined to a flat top of width $L$ in the Klein zone. On the way up, $V(x)$ must pass through the gap, where $|E-V(x)|<1$ and the local wave number is imaginary. With $u=E-V$ and $|dx|=(a/V_0)\,|du|$, the leading semiclassical transmission probability of one edge is

$$T_e\sim\exp\left(-2\int\sqrt{1-u^2}\,|dx|\right)=\exp\left(-\frac{2a}{V_0}\int_{-1}^{1}\sqrt{1-u^2}\,du\right)=e^{-\pi a/V_0},$$

because the integral is the area $\pi/2$ of a half disc. This fixes the exponent. The prefactor is close to one only when the points $u=\pm1$ lie well inside the ramp, and it departs from one near the zone edges $k\to0$ and $q\to0$.

Now combine the two mirror-image edges. Current conservation makes the scattering matrix of an edge unitary, so it transmits with probability $T_e$ and reflects with $1-T_e$ from either side. The direct passage through both edges has an amplitude of modulus $\sqrt{T_e}\cdot\sqrt{T_e}=T_e$. Each further round trip inside adds two reflections, each of modulus $\sqrt{1-T_e}$, and so multiplies the amplitude by $(1-T_e)e^{i\theta}$. The total amplitude has modulus $T_e\left|\sum_{n\ge0}\left[(1-T_e)e^{i\theta}\right]^n\right|$, and summing this geometric series gives

$$T=\frac{T_e^2}{\left|1-(1-T_e)e^{i\theta}\right|^2}.$$

The phase $\theta$ contains the round trip across the flat top and the two reflection phases. Its extremes are

$$T_{\max}=\frac{T_e^2}{T_e^2}=1,\qquad T_{\min}=\frac{T_e^2}{(2-T_e)^2}\simeq\frac{T_e^2}{4}\sim e^{-2\pi a/V_0},$$

the last two forms for $T_e\ll1$. In full units the exponent is $-2\pi m^2c^3a/(\hbar V_0)$. Complete transmission survives, as peaks that become narrow once $T_e\ll1$, and their positions are shifted from $qL=n\pi$ by the reflection phases.

For $E=2$ and $V_0=5$, the minimum over $L$ is

| edge width $a$ in $\hbar/(mc)$ | minimum $T$ |
|---|---|
| 0 | 0.490 |
| 1 | 0.187 |
| 2 | 0.0354 |
| 10 | $8.3\times10^{-7}$ |
| 20 | $3.0\times10^{-12}$ |

Between the last two rows the decay rate is $1.255$ per unit of $a$, against the predicted $2\pi/5=1.257$. With $a=2$, the largest $T$ on the grid of widths is $0.99999$. Since $\hbar/(mc)=0.386$ pm, the sharp barrier of the example asks for a rise of 2555 keV within about a tenth of a picometre or less. For an electrostatic edge of field $F=V_0/(ea)$ the edge factor reads $e^{-\pi F_c/F}$, with the critical field $F_c=m^2c^3/(e\hbar)=1.3\times10^{18}$ V/m, so the sharp limit needs fields well above $F_c$.

**Q:** A potential step above $2mc^2$ can also create electron–positron pairs. Where is that in your $T$?

**A:** Not as a process. $T$ is the scattering probability of a stationary wave in the single-particle Dirac equation with a prescribed potential. Pair creation, and the response of the created charge to the barrier, belong to quantum field theory. The two descriptions are linked, however: the edge factor $e^{-\pi a/V_0}$ is the same exponential that governs pair creation in a uniform field, and in the field theory of a prescribed step the single-edge transmission in the Klein zone sets the pair rate. Within the single-particle problem the statement is definite: a sharp-edged square barrier in the Klein zone has complete transmission at $qL=n\pi$, and between these points $T$ never falls below a bound that does not depend on the width.

## Numbers as computed

```
Units: energy mc^2, length hbar/(mc), wave number mc/hbar
largest |T formula - T propagated|: 6.3e-15
energy E = 2.0 mc^2, barrier V0 = 5.0 mc^2
k = 1.73205 mc/hbar, q = 2.82843 mc/hbar
coefficient (V0/(kq))^2 = 1.04167
group velocity inside for q > 0: -0.94281 c
Klein minimum T_min = 0.48980
Klein zone, L = 5 hbar/(mc): qL/pi = 4.5016, T = 0.48980
Klein zone, L = 10 hbar/(mc): qL/pi = 9.0032, T = 0.99990
width of first resonance pi/q = 1.11072 hbar/(mc)
T at qL = 200 pi: 1.000000
T at qL = 200.5 pi: 0.489796
gap, V0 = 2.0 mc^2: eta = 1.0000 mc/hbar
gap, L = 5 hbar/(mc): T = 1.3619e-04
gap, L = 10 hbar/(mc): T = 6.1835e-09
gap decay rate of T: 1.99999 mc/hbar
Klein resonances for V0 = 5 mc^2, L = 5 hbar/(mc):
  n = 1: scan 3.81899, formula 3.81899 mc^2, T = 1.000000
  n = 2: scan 3.39403, formula 3.39403 mc^2, T = 1.000000
  n = 3: scan 2.86621, formula 2.86621 mc^2, T = 1.000000
  n = 4: scan 2.29509, formula 2.29509 mc^2, T = 1.000000
  n = 5: scan 1.70309, formula 1.70309 mc^2, T = 1.000000
  n = 6: scan 1.09971, formula 1.09971 mc^2, T = 1.000000
ordinary resonance n = 1, V0 = 2 mc^2: E = 3.18101 mc^2, T = 1.000000
Klein edge V0 = 3 mc^2, L = 5 hbar/(mc): T = 0.013158
T_min at V0 = 1000 mc^2: 0.74925
(v/c)^2 of the incident electron: 0.75000
slow electron: kinetic energy 1.0e-04 mc^2, V0 = 5.0e-05 mc^2
slow electron, L = 150 hbar/(mc): Dirac T = 0.889390, Schrodinger T = 0.889383
linear edges of width 1 hbar/(mc): minimum T = 1.8700e-01
linear edges of width 2 hbar/(mc): minimum T = 3.5417e-02
linear edges of width 10 hbar/(mc): minimum T = 8.3469e-07
linear edges of width 20 hbar/(mc): minimum T = 2.9614e-12
maximum T on the width grid, edges of 2 hbar/(mc): 0.99999
decay rate of minimum T with edge width: 1.2549 mc/hbar
predicted rate 2 pi/V0: 1.2566 mc/hbar
mc^2 = 510.999 keV, hbar/(mc) = 0.38616 pm
E = 1022.0 keV, V0 = 2555.0 keV
L = 5 hbar/(mc) = 1.9308 pm
first Klein resonance energy: 1951.5 keV
```
